# Depletion boundaries as obstacle problems: where to apply the potential cap

## The decision

In the depletion approximation, a Poisson calculation of a reverse-biased junction edge needs a rule for where the donors are exposed. One can solve with all donors exposed and clip the potential afterwards at the neutral-region value, or cap the potential inside every nodal update. The peak field, and with it the judgement whether the edge survives the bias, depends on this choice. In the cylindrical example below the true depletion radius is 4.54 µm. Clipping afterwards, in a square box of side 5.2 µm, puts it at 1.94 µm. The cap belongs inside the iteration. The analysis that shows this also guides the relaxation factor, the stopping threshold and the mesh.

## What the cap represents

Take an abrupt p+/n junction with uniform, fully ionized donor density \(N\) and permittivity \(\varepsilon\). The p+ region is an equipotential at \(\phi=0\), the neutral n region sits at \(\phi=V\), and \(V\) is the total drop, built-in part included. Holes in the n region and current are neglected. With Boltzmann electrons, \(n=N e^{(\phi-V)/v_t}\) and \(v_t=k_BT/q\), Poisson's equation is

\[
\nabla^2\phi=-K\left[1-e^{(\phi-V)/v_t}\right],\qquad K=\frac{qN}{\varepsilon}.
\]

The outer walls carry no flux, so the solution can be mirrored across them and a wall point treated as an interior point. Suppose \(\phi\) had a maximum above \(V\). There the bracket is negative, so \(\nabla^2\phi>0\), whereas a maximum requires \(\nabla^2\phi\le0\). Hence \(\phi\le V\), and the net charge density lies between 0 and \(qN\).

Now let \(v_t\to0\). Where \(\phi<V\), the exponential vanishes and \(\nabla^2\phi=-K\). Where \(\phi=V\), the exponent no longer fixes the electron density, but the charge bounds survive. Together,

\[
\phi\le V,\qquad -\nabla^2\phi\le K,\qquad (V-\phi)(K+\nabla^2\phi)=0 .
\]

This is an obstacle problem: \(\phi\) rises under a uniform load until it meets a ceiling. Inside the region of contact \(\phi\) is constant, so \(\nabla^2\phi=0\) and the material is neutral.

Define \(u=V-\phi\ge0\). A bounded charge density contains no charged sheet, so \(\nabla u\) is continuous. Since \(u\) has its minimum value, zero, at the depletion boundary, \(\nabla u=0\) there too. At a smooth boundary the second derivative along the normal then carries the whole Laplacian to leading order, and at a small distance \(d\) inside the depleted region

\[
u\simeq \tfrac12Kd^2 .
\]

Thus \(\sqrt u\) is linear in \(d\), and its extrapolation to zero locates the edge more finely than counting cells does.

Clipping afterwards fails because it drops the condition \(\nabla u=0\). The unconstrained solution sends the flux of every donor in the box to the electrode, including donors that should be neutralized. Its slope is too large, and it reaches \(V\) too early.

## Why there is one answer

Consider

\[
J[\phi]=\int\left(\tfrac12|\nabla\phi|^2-K\phi\right)dA
\]

among potentials that vanish on the electrode and obey \(\phi\le V\). Let \(\phi\) satisfy the obstacle conditions, let \(\psi\) be another allowed potential, and put \(\eta=\psi-\phi\). Expanding the square and integrating \(\nabla\phi\cdot\nabla\eta\) by parts gives

\[
J[\psi]-J[\phi]=\int(-\nabla^2\phi-K)\,\eta\,dA+\tfrac12\int|\nabla\eta|^2dA .
\]

The boundary term is absent because \(\eta=0\) on the electrode and the flux of \(\phi\) vanishes on the other walls. The first factor is never positive, and it is nonzero only where \(\phi=V\); there \(\eta\le0\). The first integral is therefore non-negative. The second is positive unless \(\eta\) is constant, and that constant is zero at the electrode. So \(\phi\) is the unique minimizer, and the boundary follows from it without being prescribed.

## The update and its convergence

Use square cells of side \(h\), with potentials at their centres. The flux through a face is the potential difference divided by \(h\), times the face length \(h\). Integrating Poisson's equation over a depleted cell gives

\[
\sum_j w_{ij}(\phi_i-\phi_j)=Kh^2,\qquad w_{ij}=1 .
\]

If the electrode cuts a link at a fraction \(\theta\) of its length, the distance is \(\theta h\), so \(w=1/\theta\) and the neighbour's potential is zero. Keeping the full face length there is an approximation, judged below by refinement. A no-flux wall has no link.

Let \(a_i=\sum_jw_{ij}\), electrode links included. The discrete energy is half the sum over links of \(w_{ij}(\phi_i-\phi_j)^2\), each link counted once, minus \(\sum_iKh^2\phi_i\). Its quadratic part is positive for any nonzero potential if all cells are connected to the electrode. With the residual

\[
r_i=Kh^2+\sum_jw_{ij}\phi_j-a_i\phi_i ,
\]

changing one value by \(\delta\) changes the energy by \(\Delta J=-r_i\delta+\tfrac12a_i\delta^2\). The projected update is

\[
\phi_i\leftarrow\min\left\{V,\ \phi_i+\omega r_i/a_i\right\}.
\]

Plain Gauss-Seidel has \(\omega=1\). Start from a potential that obeys the cap. The cap can then shorten an upward step but not reverse it, so \(\delta\) lies between zero and \(\omega r_i/a_i\). Hence \(\delta\,\omega r_i/a_i\ge\delta^2\), or \(r_i\delta\ge a_i\delta^2/\omega\), and

\[
-\Delta J\ \ge\ \left(\frac1\omega-\frac12\right)a_i\delta^2 .
\]

For \(0<\omega<2\) every nonzero change lowers the energy. The energy is bounded below and grows without limit for large potentials, so the iterates stay bounded and the changes tend to zero. Any limit point is then unchanged by every update: either \(\phi_i<V\) and \(r_i=0\), or \(\phi_i=V\) and \(r_i\ge0\). These are the discrete obstacle conditions. Their solution is unique by the energy argument above, with sums in place of integrals, so the whole sequence converges to it.

## Choosing the relaxation factor and the threshold

Colour the cells like a chessboard and update one colour at a time. Once the contact set has settled, the remaining error obeys linear equations. Consider an error mode with amplitudes \(x\) and \(y\) on the two colours, whose neighbour average multiplies the amplitude by \(\rho\):

\[
x'=(1-\omega)x+\omega\rho y,\qquad y'=(1-\omega)y+\omega\rho x' .
\]

Setting \(x'=\lambda x\), \(y'=\lambda y\) and eliminating the amplitudes gives

\[
(\lambda+\omega-1)^2=\omega^2\rho^2\lambda .
\]

With \(\mu=\sqrt\lambda\) this becomes \(\mu^2-\omega\rho\mu+\omega-1=0\). For small \(\omega\) the roots are real and the larger one governs; it falls as \(\omega\) grows. Once the roots are complex, \(|\lambda|=\omega-1\), which rises with \(\omega\). The best value is at the double root, \(\omega^2\rho^2=4(\omega-1)\), whose solution below 2 is

\[
\omega=\frac{2}{1+\sqrt{1-\rho^2}} .
\]

For a depleted strip of width \(L\), the slowest mode is \(\sin(\pi x/L)\), uniform along the strip. Averaging its four neighbours gives \(\rho=[1+\cos(\pi h/L)]/2\). In a curved region this is an estimate. The cylinder runs below take \(L=5\) µm, above the actual depletion width of 3.54 µm. This makes \(\omega\) somewhat larger than the best value, where the rate is still \(|\lambda|=\omega-1\).

For \(h=0.1\) µm and \(L=5\) µm, \(\rho=0.9990\) and \(\omega=1.915\). On the cylinder below, with a threshold of \(10^{-8}\) V on the largest change per sweep, plain Gauss-Seidel took 4343 sweeps and the over-relaxed form 250.

The change per sweep is not the error. If the error shrinks by \(\lambda\) per sweep, the change is \((1-\lambda)\) times the error before the sweep. For \(\omega=1\) the quadratic gives \(\lambda=\rho^2\). With the actual width, \(L=3.54\) µm, this is 0.9961, so the error is about 250 times the last change, or \(2.5\times10^{-6}\) V here. Against an independent solution that switches cells between capped and free and solves each linear system directly, the measured difference was \(2.7\times10^{-6}\) V. The over-relaxed result differed by \(2\times10^{-8}\) V. A threshold suited to one \(\omega\) should therefore not be carried over to another.

## The cylinder as a yardstick

For a complete cylindrical electrode of radius \(r_j\) with depletion radius \(r_d\), the equation is \((ru')'=Kr\). Integrating inward from \(r_d\), where \(u'=0\), gives \(ru'=K(r^2-r_d^2)/2\). The field magnitude is \(E=-u'\):

\[
E(r)=\frac{K(r_d^2-r^2)}{2r}.
\]

Integrating again with \(u(r_d)=0\),

\[
u(r)=\frac K4(r^2-r_d^2)-\frac{Kr_d^2}{2}\ln\frac r{r_d},
\]

and setting \(u(r_j)=V\),

\[
V=\frac K2\left[r_d^2\ln\frac{r_d}{r_j}-\frac{r_d^2-r_j^2}{2}\right].
\]

Two limits show its content. If \(r_d=r_j(1+x)\) with \(x\ll1\), then \((1+x)^2\ln(1+x)\simeq x+\tfrac32x^2\), while the second term in the bracket is \(r_j^2(x+\tfrac12x^2)\). The difference is \(r_j^2x^2\), so \(V=Kw^2/2\) with \(w=r_jx\), the planar law. If instead \(r_d\gg r_j\), dropping \(r_j^2\) beside \(r_d^2\) and dividing \(E(r_j)\) by \(V\) gives

\[
E(r_j)\simeq\frac{V}{r_j\left[\ln(r_d/r_j)-\tfrac12\right]} .
\]

At fixed voltage a sharper edge then has a higher field, though the growing logarithm makes the rise slower than \(1/r_j\).

The capacitance tests the charge. Per unit length the electrode charge has magnitude \(Q=2\pi\varepsilon r_jE(r_j)=\pi\varepsilon K(r_d^2-r_j^2)\), so \(dQ/dr_d=2\pi\varepsilon Kr_d\). Differentiating \(V\), the terms \(+r_d\) and \(-r_d\) cancel, leaving \(dV/dr_d=Kr_d\ln(r_d/r_j)\). Therefore

\[
C=\frac{dQ}{dV}=\frac{2\pi\varepsilon}{\ln(r_d/r_j)} .
\]

## Numbers for a silicon-carbide edge

Take \(N=10^{16}\) cm⁻³, relative permittivity 9.7, \(r_j=1\) µm and \(V=200\) V at 300 K. Then \(K=18.655\) V/µm². The voltage equation gives \(r_d=4.5447\) µm, which can be confirmed:

\[
9.3275\,[20.654\times1.5140-9.827]=200\ \text{V}.
\]

The electrode field is \(9.3275\times(20.654-1)=183.3\) V/µm, or 1.833 MV/cm. A plane junction at the same voltage has \(W=\sqrt{2V/K}=4.631\) µm and \(KW=0.864\) MV/cm. The two depletion distances from the electrode, 3.54 and 4.63 µm, differ much less than the fields do.

The two-dimensional solution on square cells gives:

| \(h\) (µm) | largest potential error (V) | edge at 45° (µm) |
|---|---:|---:|
| 0.100 | 0.198 | 4.532 |
| 0.050 | 0.055 | 4.540 |
| 0.025 | 0.015 | 4.544 |

The error falls by a factor of 3.6 and then 3.8 per halving, close to second order. On the finest grid the mean electrode field is 1.833 MV/cm. At \(h=0.05\) µm, electrode charges at 190 and 210 V give a capacitance of 3.565 pF/cm; the formula gives 3.564 pF/cm.

The failure of late clipping can be estimated by replacing the square box by a circle of equal area, so that \(r_d^2\) becomes \(4\times5.2^2/\pi=34.4\) µm². The potential at 1.94 µm is then already about 200 V, where the clipped solution crosses the cap. This wrong radius depends on the box; the capped one does not, provided a neutral margin remains.

A planar junction ending in a quarter-circle is a different problem from the full cylinder. With \(h=1/30\) µm and no flux through the top surface, angles measured from that surface give:

| angle | field (MV/cm) | edge radius (µm) |
|---|---:|---:|
| 0° | 1.798 | 4.588 |
| 45° | 1.737 | 4.665 |
| 90° | 1.321 | 5.157 |

Relative to \(h=0.05\) µm, these fields move by at most 0.004 MV/cm and the radii by at most 0.001 µm; the third decimal of the fields remains uncertain by about 0.003 MV/cm. The surface field is 2% below the cylinder value and about twice the planar one. For this geometry and bias the cylinder formula is a good estimate of the surface field, but it misses the variation along the arc. Near the far end of the planar part the depletion width is 4.62 µm, within 0.012 µm of the planar formula.

## What the model leaves out

**Temperature.** In one dimension, multiply \(u''=K(1-e^{-u/v_t})\) by \(u'\) and integrate from the neutral region:

\[
\tfrac12u'^2=K(u-v_t+v_te^{-u/v_t}).
\]

Beyond the thermal tail the exponential is negligible. Measuring \(x\) so that \(u'=Kx\), one finds \(u=Kx^2/2+v_t\): the depletion solution plus a constant. A constant changes no field, so if the tail is thin compared with \(r_d\), the cylinder formula holds with \(V\) replaced by \(V-v_t\). Here the tail scale, the Debye length, is 0.037 µm. A radial solution with Boltzmann electrons gives a voltage loss within 1% of \(v_t=25.9\) mV, and the equivalent edge moves by 0.2 nm.

**The surface.** A dielectric above adds a region without donors. Positive fixed charge adds a source; electrons may then accumulate in a sheet at \(\phi=V\) in the limit \(v_t\to0\), so the obstacle form remains. The field can be singular where electrode and surface meet, so these cases are compared at 45°, with \(h=0.05\) µm and all else fixed. The base values are 1.738 MV/cm and 4.664 µm. The third decimal of the radii is not converged on this mesh: the oxide and charge radii below are low by 0.003 to 0.004 µm.

- Oxide of relative permittivity 3.9, 5 µm thick: 1.683 MV/cm and 4.760 µm. These values are for a side wall 7 µm from the arc's centre; moving it to 12 µm raises the field by about 0.3% and reduces the edge radius by about 0.01 µm, because field lines in the oxide reach further sideways.
- Fixed surface charge of \(+10^{12}\) cm⁻²: 1.826 MV/cm and 4.563 µm.
- Permittivity 6% higher along the depth: 1.723 MV/cm and 4.707 µm.

The fixed charge has a much larger geometric effect at the surface than at 45°: there the depletion reach, measured from the arc's centre and counted in cells, falls from 4.53 to 3.43 µm; the mesh-converged values are about 4.59 and 3.40 µm. The shorter reach marks where the surface itself comes up to \(V\). Just beneath it the material stays depleted further out, to about 4.1 µm at 10°. The direction follows from the obstacle conditions. Suppose added positive charge lowered the potential somewhere. There the new potential would be below the cap, so its full source would act, and the old potential minus the new would have a non-negative Laplacian. Such a difference cannot have a positive interior maximum while vanishing on the border of that region. So the potential cannot fall, and depletion cannot spread.

**The p+ side and breakdown.** With \(10^{19}\) acceptors per cm³, the cylinder field penetrates 9.8 nm and drops \(183.3\times0.00983/2=0.90\) V, about 0.5% of the total. For avalanche, assume equal ionization coefficients \(\alpha\) for electrons and holes. A pair created anywhere sends its two carriers over the whole depletion path between them, creating on average \(\int\alpha\,dr\) new pairs. Multiplication runs away when this integral reaches one. With the rough hole coefficient \(\alpha=ae^{-b/E}\), \(a=1.6\times10^7\) cm⁻¹ and \(b=1.7\times10^7\) V/cm, used for both carriers, the integral at 200 V is 0.014. It reaches one at about 400 V for the cylinder and 1300 V for the plane. Equal coefficients are a crude assumption for 4H-SiC. Keeping this hole coefficient and taking the electron coefficient 40 times smaller raises the two values to about 540 V and 1800 V. The coefficients also depend on crystal direction, and larger ones for fields across the c axis can lower both values by more than 10%. The edge stays far below the plane in each case.

Band-to-band tunnelling through a triangular barrier has the exponent \(4\sqrt{2m}E_g^{3/2}/(3q\hbar E)\), twice the integral of the decay constant. For a rough gap of 3.2 eV and mass of 0.3 electron masses it is about 120, so band-to-band tunnelling through this barrier is negligible.

These parameters are roughly those of a 4H-SiC power-device edge; a 1 µm junction is on the deep side for an implanted one, and a shallower junction has a higher edge field. The 200 V bias is low for such doping; it was chosen for a bare edge, whose estimated breakdown voltage is far below the planar one. Practical high-voltage devices add guard rings or graded edge doping, which this geometry omits. They also break the assumption of a charge-free, flux-free surface: the charge taken here raises the 45° field by 5% and, with no dielectric above, shortens the surface reach by about 1.2 µm. Under the oxide the uncharged surface stays depleted out to the side wall; the same charge pulls that reach in to between 4.2 and 4.3 µm and again raises the 45° field by 5%. The breakdown voltages are guides to the margin, not ratings.

## Settings that follow

Start at or below the cap and apply it in every update. Keep \(\omega\) below 2, estimate it from the depletion width, and scale the stopping threshold by the convergence rate. For a smooth edge like this one, \(h=r_j/20\) leaves a potential error of 0.055 V out of 200 V on the cylinder; a sharper electrode needs its own refinement test. Enlarge the box until the semiconductor is neutral along its deep side and along the lateral side beyond the edge. A side that cuts the planar part of the junction stays depleted near the electrode; it need only lie where the depletion width has become uniform. With a dielectric above, a thin depleted layer may persist under the surface, so apply that criterion away from it. The remaining values are in the numerical output.

## Computed results

```
donor density 1.0e+16 cm^-3, eps_r 9.7
junction radius 1.00 um, total drop 200.0 V, T 300 K
K = qN/eps: 18.655 V/um^2
analytic cylinder: depletion radius 4.5447 um
analytic cylinder: electrode field 1.8332 MV/cm
planar junction: depletion width 4.6306 um
planar junction: peak field 0.8638 MV/cm
h=0.1 um: plain projected Gauss-Seidel 4343 sweeps
h=0.1 um: over-relaxed, omega 1.9150, 250 sweeps
max difference from active set: 2.7e-06, 2.1e-08 V
clip after free solve (box 5.2 um): edge 1.937 um
cylinder h=0.100 um: 202 sweeps, max error 0.1984 V
  edge at 0, 45 deg: 4.5295, 4.5322 um; mean field 1.8320 MV/cm
cylinder h=0.050 um: 404 sweeps, max error 0.0553 V
  edge at 0, 45 deg: 4.5428, 4.5403 um; mean field 1.8325 MV/cm
cylinder h=0.025 um: 776 sweeps, max error 0.0146 V
  edge at 0, 45 deg: 4.5445, 4.5444 um; mean field 1.8332 MV/cm
  local field at 0, 45 deg: 1.8331, 1.8316 MV/cm
capacitance: solver 3.5647, formula 3.5644 pF/cm
rounded edge, h=0.0333 um, 729 sweeps, angle from surface:
   0 deg: field 1.798 MV/cm, edge radius 4.588 um
  45 deg: field 1.737 MV/cm, edge radius 4.665 um
  90 deg: field 1.321 MV/cm, edge radius 5.157 um
  far planar depletion width 4.6187 um
  mesh shift from h=0.05 um: 0.0041 MV/cm, 0.0008 um
  surface field / cylinder field: 0.9805
45 deg base, h=0.05 um: 1.738 MV/cm, edge 4.664 um
  oxide above, eps_r 3.9: 1.683 MV/cm, edge 4.760 um
  depth/lateral eps 1.06: 1.723 MV/cm, edge 4.707 um
  surface charge +1e+12 cm^-2: 1.826 MV/cm, edge 4.563 um
  surface reach without, with charge: 4.525, 3.425 um
kT/q 25.852 mV; Poisson-Boltzmann drop 25.635 mV
Debye length 0.0372 um; edge shift -0.1997 nm
p+ side at 1e+19 cm^-3: 9.83 nm, 0.901 V
rough ionization a 1.6e+07 cm^-1, b 1.7e+07 V/cm
ionization integral of cylinder: 0.0143
rough breakdown: cylinder 401 V, plane 1336 V
tunnelling exponent (gap 3.2 eV, mass 0.3 m_e): 116.8
```
